# Si–H Dissociation in Silane: Hartree-Fock against Coupled Cluster: a numerical check

```python
"""
Result under test: for SiH4 -> SiH3 + H, with separately computed fragments,
  D_CC - D_HF = |Ec(SiH4)| - |Ec(SiH3)| > 0,
and the pair correlation of the broken Si-H bond is its leading source.
D: electronic dissociation energy; Ec: correlation energy (zero for H).
HF: Hartree-Fock; CC: coupled cluster with frozen Si 1s, 2s, 2p orbitals.
Pair energy: e_ij = sum_ab (ia|jb) tau_ij^ab, i,j occupied, a,b virtual;
tau holds double amplitudes plus products of single amplitudes.
Internal units are hartree and bohr; printed units are eV and angstrom.
"""
import os

for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"

from itertools import count

import h5py
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import ao2mo, cc, gto, hessian, lib, mp, scf

lib.num_threads(1)
file_numbers = count()


def memory_file(*args, **kwargs):
    """Scratch storage for integrals that lives in memory, not on disk."""
    return h5py.File(f"memory-{next(file_numbers)}", "w",
                     driver="core", backing_store=False)


lib.H5TmpFile = memory_file

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
AMU = const.atomic_mass / const.electron_mass
TEMPERATURE = 700.0
KT = const.k * TEMPERATURE / const.e / EV
NCORE = 5
MAIN, LARGE, SMALL = "cc-pvdz", "def2-tzvp", "6-31g"


def molecule(atoms, spin, basis):
    return gto.M(atom=[(s, tuple(map(float, x))) for s, x in atoms],
                 spin=spin, basis=basis, unit="Bohr", verbose=0)


def run_hf(mol):
    mf = scf.UHF(mol) if mol.spin else scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def run_cc(mf, frozen=NCORE, orbitals=None):
    solver = cc.CCSD(mf, frozen=frozen, mo_coeff=orbitals)
    solver.incore_complete = True
    solver.conv_tol = 1e-8
    solver.conv_tol_normt = 1e-6
    solver.kernel()
    assert solver.converged
    return solver


def hydrogen_energy(basis):
    return run_hf(molecule([("H", (0, 0, 0))], 1, basis)).e_tot


def relax(atoms, spin, basis):
    symbols = [a[0] for a in atoms]

    def energy_gradient(x):
        mf = run_hf(molecule(list(zip(symbols, x.reshape(-1, 3))), spin, basis))
        return mf.e_tot, mf.nuc_grad_method().kernel().ravel()

    start = np.array([a[1] for a in atoms]).ravel()
    res = minimize(energy_gradient, start, jac=True, method="BFGS",
                   options={"gtol": 2e-4})
    assert np.max(np.abs(res.jac)) < 5e-4
    relaxed = res.x.reshape(-1, 3)
    return list(zip(symbols, relaxed - relaxed[0]))


def vibrations(atoms, spin, basis):
    mf = run_hf(molecule(atoms, spin, basis))
    h = mf.Hessian().kernel()
    n = len(atoms)
    h = h.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
    m = np.repeat(mf.mol.atom_mass_list() * AMU, 3)
    squares = np.linalg.eigvalsh((h + h.T) / 2 / np.sqrt(np.outer(m, m)))[6:]
    assert squares.min() > 0
    return np.sqrt(squares)


def pair_energies(mf, solver):
    """Same-spin alpha, opposite-spin, same-spin beta pair matrices."""
    mol = mf.mol
    if mol.spin:
        coeff, t1, t2 = mf.mo_coeff, solver.t1, solver.t2
    else:
        coeff, t1 = (mf.mo_coeff,) * 2, (solver.t1,) * 2
        same = solver.t2 - solver.t2.transpose(0, 1, 3, 2)
        t2 = (same, solver.t2, same)
    h1s = mol.search_ao_label("H 1s")
    overlap = mf.get_ovlp()
    occ, vir, rot = [], [], []
    for c, nocc in zip(coeff, mol.nelec):
        o = c[:, NCORE:nocc]
        u, _, vt = np.linalg.svd(o.T @ overlap[:, h1s], full_matrices=True)
        k = len(h1s)
        r = np.hstack([u[:, :k] @ vt, u[:, k:]])
        occ.append(o @ r)
        vir.append(c[:, nocc:])
        rot.append(r)

    def block(s, p, doubles):
        shape = (occ[s].shape[1], vir[s].shape[1],
                 occ[p].shape[1], vir[p].shape[1])
        g = ao2mo.kernel(mf._eri, (occ[s], vir[s], occ[p], vir[p]),
                         compact=False).reshape(shape)
        tau = doubles + np.einsum("ia,jb->ijab", t1[s], t1[p])
        if s == p:
            tau = tau - np.einsum("ib,ja->ijab", t1[s], t1[p])
        tau = np.einsum("ijab,ik->kjab", tau, rot[s])
        tau = np.einsum("kjab,jl->klab", tau, rot[p])
        return np.einsum("iajb,ijab->ij", g, tau)

    aa, ab, bb = block(0, 0, t2[0]), block(0, 1, t2[1]), block(1, 1, t2[2])
    total = ab.sum() + (aa.sum() + bb.sum()) / 2
    assert abs(total - solver.e_corr) < 2e-6
    return aa, ab, bb, occ[0]


def isolated_pair(mf, bonds):
    """Full two-electron CI for one bond, all other electrons frozen."""
    core, virtual = mf.mo_coeff[:, :NCORE], mf.mo_coeff[:, NCORE + 4:]
    others = np.hstack([core, bonds[:, :3]])
    h_ao = mf.get_hcore() + np.asarray(
        mf.get_veff(mf.mol, 2 * others @ others.T))
    p = np.hstack([bonds[:, 3:4], virtual])
    n = p.shape[1]
    h = p.T @ h_ao @ p
    g = ao2mo.restore(1, ao2mo.kernel(mf._eri, p), n)
    ham = np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    ham += g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    ci = eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0] - ham[0, 0]
    pair_cc = run_cc(mf, NCORE + 3, np.hstack([others, p])).e_corr
    assert abs(ci - pair_cc) < 2e-6
    return ci


def hf_mp2(atoms, spin, basis):
    mf = run_hf(molecule(atoms, spin, basis))
    frozen = NCORE * sum(a[0] == "Si" for a in atoms)
    correlation = mp.MP2(mf, frozen=frozen).kernel()[0]
    return np.array([mf.e_tot, mf.e_tot + correlation])


def removal(parent, radical, basis):
    """HF and MP2 energies of radical plus H, less the parent energy."""
    return (hf_mp2(radical, 1, basis) + hydrogen_energy(basis)
            - hf_mp2(parent, 0, basis))


def stretch_lowering(atoms, spin):
    e = [hf_mp2([(s, f * x) for s, x in atoms], spin, "6-31g*")[1]
         for f in (0.99, 1.0, 1.01)]
    slope, curvature = (e[2] - e[0]) / 2, e[2] - 2 * e[1] + e[0]
    assert curvature > 0
    return slope**2 / (2 * curvature)


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}", flush=True)


# Geometries: starting guesses near the minima, then gradient relaxation
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
directions = directions / np.sqrt(3)
guess4 = [("Si", np.zeros(3))] + [("H", d * 1.475 / BOHR) for d in directions]
sine = 2 * np.sin(np.radians(110.9) / 2) / np.sqrt(3)
guess3 = [("Si", np.zeros(3))]
for phi in 2 * np.pi * np.arange(3) / 3:
    unit_vector = np.array([sine * np.cos(phi), sine * np.sin(phi),
                            np.sqrt(1 - sine**2)])
    guess3.append(("H", unit_vector * 1.4756 / BOHR))
silane = relax(guess4, 0, "6-31g*")
silyl = relax(guess3, 1, "6-31g*")
r4, r3 = np.linalg.norm(silane[1][1]), np.linalg.norm(silyl[1][1])
angle = np.degrees(np.arccos(silyl[1][1] @ silyl[2][1]
                             / r3 / np.linalg.norm(silyl[2][1])))
show("Si-H length in SiH4", r4 * BOHR, "angstrom", 4)
show("Si-H length in SiH3", r3 * BOHR, "angstrom", 4)
show("H-Si-H angle in SiH3", angle, "degree", 2)

# Dissociation energies in the main basis
print("Main level: cc-pvdz, valence correlation")
mf4 = run_hf(molecule(silane, 0, MAIN))
mf3 = run_hf(molecule(silyl, 1, MAIN))
e_h = hydrogen_energy(MAIN)
cc4, cc3 = run_cc(mf4), run_cc(mf3)
triples4, triples3 = cc4.ccsd_t(), cc3.ccsd_t()
d_hf = mf3.e_tot + e_h - mf4.e_tot
d_sd = cc3.e_tot + e_h - cc4.e_tot
d_t = d_sd + triples3 - triples4
gap_sd, gap_t = d_sd - d_hf, d_t - d_hf
spin_square = mf3.spin_square()[0]
assert gap_sd > 0 and gap_t > 0
assert abs(e_h + 0.5) < 1e-3
assert abs(spin_square - 0.75) < 0.02
show("HF total energy SiH4", mf4.e_tot * EV)
show("HF total energy SiH3", mf3.e_tot * EV)
show("HF total energy H", e_h * EV)
show("CCSD correlation energy SiH4", cc4.e_corr * EV)
show("CCSD correlation energy SiH3", cc3.e_corr * EV)
show("triples energy SiH4", triples4 * EV)
show("triples energy SiH3", triples3 * EV)
show("spin square of SiH3", spin_square, "hbar^2", 4)
show("D HF", d_hf * EV)
show("D CCSD", d_sd * EV)
show("D CCSD(T)", d_t * EV)
show("gap CCSD(T) minus HF", gap_t * EV)

# Which electron pairs make the gap
aa4, ab4, bb4, bonds = pair_energies(mf4, cc4)
aa3, ab3, bb3, _ = pair_energies(mf3, cc3)
assert np.ptp(np.diag(ab4)) < 1e-4
alone = isolated_pair(mf4, bonds)
assert 0.8 < alone / ab4[3, 3] < 1.5
lost_pair = -ab4[3, 3]
bond_coupling = -(ab4[3, :3].sum() + ab4[:3, 3].sum()
                  + aa4[3, :3].sum() + bb4[3, :3].sum())
odd_coupling = -(ab3[3, :3].sum() + aa3[3, :3].sum())


def three_bonds(aa, ab, bb):
    return -(ab[:3, :3].sum() + (aa[:3, :3].sum() + bb[:3, :3].sum()) / 2)


survivors4 = three_bonds(aa4, ab4, bb4)
survivors3 = three_bonds(aa3, ab3, bb3)
coupling_change = bond_coupling - odd_coupling
survivor_change = survivors4 - survivors3
assert abs(lost_pair + coupling_change + survivor_change - gap_sd) < 5e-6
assert lost_pair > 0.5 * gap_sd
assert lost_pair > max(abs(coupling_change), abs(survivor_change))
print("Pair budget of the CCSD gap, magnitudes of binding")
show("lost pair inside broken bond", lost_pair * EV)
show("broken bond coupling to other bonds", bond_coupling * EV)
show("dangling electron coupling to bonds", odd_coupling * EV)
show("net coupling contribution", coupling_change * EV)
show("three surviving bonds in SiH4", survivors4 * EV)
show("three bonds in SiH3", survivors3 * EV)
show("net surviving-bond contribution", survivor_change * EV)
show("CCSD gap", gap_sd * EV)
show("triples contribution to gap", (triples3 - triples4) * EV)
show("bond pair correlated alone, energy", alone * EV)
show("D HF plus this one pair", (d_hf - alone) * EV)

# Size consistency: distant H adds its HF energy and no correlation
far = silyl + [("H", np.array([0.0, 0.0, 20.0 / BOHR]))]
together = run_cc(run_hf(molecule(far, 2, SMALL))).e_tot
separate = (run_cc(run_hf(molecule(silyl, 1, SMALL))).e_tot
            + hydrogen_energy(SMALL))
assert abs(together - separate) < 1e-5
show("size-consistency error at 20 angstrom", (together - separate) * EV,
     digits=6)

# A restricted determinant cannot describe the stretched bond
silane_removal = removal(silane, silane[:-1], SMALL)
density = None
direction = silane[-1][1] / np.linalg.norm(silane[-1][1])
for distance in (2.0, 3.0, 4.0):
    stretched = silane[:-1] + [("H", direction * distance / BOHR)]
    restricted = scf.RHF(molecule(stretched, 0, SMALL)).newton()
    restricted.kernel(dm0=density)
    assert restricted.converged
    density = restricted.make_rdm1()
false_depth = restricted.e_tot - run_hf(molecule(silane, 0, SMALL)).e_tot
assert false_depth > d_t and false_depth > silane_removal[0]
show("restricted HF rise at 4 angstrom, 6-31g", false_depth * EV)
show("HF separate-fragment vertical D, 6-31g", silane_removal[0] * EV)

# Effects outside the main model
print("Neglected effects")
main_mp2 = removal(silane, silyl, MAIN)
large_mp2 = removal(silane, silyl, LARGE)
assert abs(main_mp2[0] - d_hf) < 1e-6
assert large_mp2[1] > large_mp2[0]
gap_estimate = gap_t + (large_mp2[1] - large_mp2[0]) - (main_mp2[1] - main_mp2[0])
d_estimate = large_mp2[0] + gap_estimate
show("gap MP2 minus HF, cc-pvdz", (main_mp2[1] - main_mp2[0]) * EV)
show("gap MP2 minus HF, def2-tzvp", (large_mp2[1] - large_mp2[0]) * EV)
show("D HF, def2-tzvp", large_mp2[0] * EV)
show("estimated CCSD(T) gap, def2-tzvp", gap_estimate * EV)
show("estimated D CCSD(T), def2-tzvp", d_estimate * EV)

rohf = scf.ROHF(mf3.mol)
rohf.conv_tol = 1e-10
rohf.kernel()
assert rohf.converged
polarization = rohf.e_tot - mf3.e_tot
assert polarization > -1e-8
show("ROHF minus UHF energy of SiH3, cc-pvdz", polarization * EV)

w4 = vibrations(silane, 0, "6-31g*")
w3 = vibrations(silyl, 1, "6-31g*")
zero_point = (w3.sum() - w4.sum()) / 2
thermal = (2.5 * KT + np.sum(w3 / np.expm1(w3 / KT))
           - np.sum(w4 / np.expm1(w4 / KT)))
geometry = stretch_lowering(silane, 0) - stretch_lowering(silyl, 1)
show("zero-point change of D", zero_point * EV)
show("estimated D CCSD(T) with zero-point change",
     (d_estimate + zero_point) * EV)
show("temperature", TEMPERATURE, "K", 0)
show("thermal enthalpy change from 0 K", thermal * EV)
show("MP2 geometry change of D", geometry * EV, digits=4)

cluster = [("Si", np.zeros(3))]
for j in range(3):
    centre = directions[j] * 2.35 / BOHR
    cluster.append(("Si", centre))
    cluster += [("H", centre - directions[k] * r4)
                for k in range(4) if k != j]
cluster.append(("H", directions[3] * r4))
cluster_removal = removal(cluster, cluster[:-1], SMALL)
assert silane_removal[1] > silane_removal[0]
assert cluster_removal[1] > cluster_removal[0]
show("vertical D MP2 silane, 6-31g", silane_removal[1] * EV)
show("vertical D HF with three Si back bonds, 6-31g", cluster_removal[0] * EV)
show("vertical D MP2 with three Si back bonds, 6-31g", cluster_removal[1] * EV)
show("MP2 back-bond shift", (cluster_removal[1] - silane_removal[1]) * EV)
show("kT", KT * EV, digits=4)
print(f"rate factor exp(gap/kT), CCSD(T) cc-pvdz gap: {np.exp(gap_t / KT):.2e}")
to_molar = EV * const.e * const.N_A / 1000
show("D HF cc-pvdz converted", d_hf * to_molar, "kJ/mol", 1)
show("D CCSD(T) cc-pvdz converted", d_t * to_molar, "kJ/mol", 1)
print("no test failed")
```

Printed output:

```
Si-H length in SiH4: 1.4750 angstrom
Si-H length in SiH3: 1.4756 angstrom
H-Si-H angle in SiH3: 110.90 degree
Main level: cc-pvdz, valence correlation
HF total energy SiH4: -7925.118 eV
HF total energy SiH3: -7908.307 eV
HF total energy H: -13.586 eV
CCSD correlation energy SiH4: -4.008 eV
CCSD correlation energy SiH3: -3.291 eV
triples energy SiH4: -0.066 eV
triples energy SiH3: -0.059 eV
spin square of SiH3: 0.7543 hbar^2
D HF: 3.225 eV
D CCSD: 3.943 eV
D CCSD(T): 3.950 eV
gap CCSD(T) minus HF: 0.725 eV
Pair budget of the CCSD gap, magnitudes of binding
lost pair inside broken bond: 0.782 eV
broken bond coupling to other bonds: 0.439 eV
dangling electron coupling to bonds: 0.524 eV
net coupling contribution: -0.084 eV
three surviving bonds in SiH4: 2.787 eV
three bonds in SiH3: 2.767 eV
net surviving-bond contribution: 0.020 eV
CCSD gap: 0.718 eV
triples contribution to gap: 0.007 eV
bond pair correlated alone, energy: -0.801 eV
D HF plus this one pair: 4.026 eV
size-consistency error at 20 angstrom: 0.000000 eV
restricted HF rise at 4 angstrom, 6-31g: 6.535 eV
HF separate-fragment vertical D, 6-31g: 2.971 eV
Neglected effects
gap MP2 minus HF, cc-pvdz: 0.599 eV
gap MP2 minus HF, def2-tzvp: 0.647 eV
D HF, def2-tzvp: 3.298 eV
estimated CCSD(T) gap, def2-tzvp: 0.773 eV
estimated D CCSD(T), def2-tzvp: 4.071 eV
ROHF minus UHF energy of SiH3, cc-pvdz: 0.039 eV
zero-point change of D: -0.290 eV
estimated D CCSD(T) with zero-point change: 3.781 eV
temperature: 700 K
thermal enthalpy change from 0 K: 0.119 eV
MP2 geometry change of D: 0.0009 eV
vertical D MP2 silane, 6-31g: 3.322 eV
vertical D HF with three Si back bonds, 6-31g: 2.747 eV
vertical D MP2 with three Si back bonds, 6-31g: 3.150 eV
MP2 back-bond shift: -0.172 eV
kT: 0.0603 eV
rate factor exp(gap/kT), CCSD(T) cc-pvdz gap: 1.67e+05
D HF cc-pvdz converted: 311.1 kJ/mol
D CCSD(T) cc-pvdz converted: 381.1 kJ/mol
no test failed
```
